# Fractional soliton charge from the Dirac mass angle: a program that tests the result

```python
"""
Charge of a soliton in a one-dimensional Dirac sea (Goldstone-Wilczek).

Result under test: a mass M exp(i theta) = eps + 2 i delta whose angle changes
by D across a soliton binds N = D/(2 pi) electrons, modulo an integer.
Lattice model (Rice-Mele ring, spinless electrons, levels below zero filled):
  hopping between sites n and n+1:  -(t + (-1)^n delta),
  site energy:                      (-1)^n eps,
  site spacing a, Dirac velocity v = 2 t a (hbar = 1).
N is counted from half an electron per site. On the lattice N is an integral
of the Berry curvature, which tends to the Dirac value for a small gap.
Energies are in eV and lengths in angstrom; internal lengths are in sites.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import elementary_charge

t, a, delta0, eps0 = 2.0, 1.5, 0.2, 0.3
mass = np.hypot(eps0, 2 * delta0)
theta0 = np.arctan2(2 * delta0, eps0)
velocity = 2 * t * a


def solve_ring(eps_sites, delta_bonds, hop):
    """Levels and states of the ring; delta_bonds[n] joins n and n+1."""
    size = len(eps_sites)
    n = np.arange(size)
    sign = 1 - 2 * (n % 2)
    ham = np.zeros((size, size))
    ham[n, n] = sign * eps_sites
    bond = -(hop + sign * delta_bonds)
    ham[n, (n + 1) % size] = bond
    ham[(n + 1) % size, n] = bond
    return np.linalg.eigh(ham)


def excess(states, count):
    """Electrons per site above one half, with the lowest levels filled."""
    return np.sum(states[:, :count] ** 2, axis=1) - 0.5


def signed_distance(x, size):
    """Distance from the soliton at size/4; falls back through zero
    at the antisoliton at 3 size/4."""
    u = x % size
    return np.where(u < size / 2, u - size / 4, 3 * size / 4 - u)


def soliton_charge(density):
    """Smooth window around the soliton, edges deep in the gapped regions."""
    size = len(density)
    n = np.arange(size)
    distance = np.abs((n - size // 4 + size // 2) % size - size // 2)
    window = 1 / (1 + np.exp((distance - size / 4) / 8))
    return np.sum(window * density)


def soliton_ring(eps, width, size=800):
    n = np.arange(size)
    delta = delta0 * np.tanh(signed_distance(n + 0.5, size) / width)
    return solve_ring(np.full(size, eps), delta, t)


def dirac_charge(eps, delta):
    return np.arctan2(2 * delta, eps) / np.pi


def lattice_charge(eps, delta, hop):
    def integrand(phi):
        c2, s2 = np.cos(phi) ** 2, np.sin(phi) ** 2
        base = 4 * hop**2 * c2 + eps**2
        energy = np.sqrt(base + 4 * delta**2 * s2)
        return 4 * hop * eps * delta * s2 / (base * energy)
    half = quad(integrand, 0, np.pi / 2, limit=400,
                points=[np.pi / 2 - eps / hop], epsabs=1e-12, epsrel=1e-11)[0]
    return 2 * half / (2 * np.pi)


print(f"hopping t = {t:.2f} eV, site spacing a = {a:.2f} angstrom")
print(f"delta0 = {delta0:.2f} eV, eps = {eps0:.2f} eV")
print(f"Dirac velocity v = {velocity:.2f} eV angstrom")
print(f"mass M = {mass:.3f} eV, length v/M = {velocity/mass:.2f} angstrom")
print(f"asymptotic angle theta0 = {theta0:.5f} rad")
print(f"angle change across soliton = {2*theta0:.5f} rad")

# 1. Total charge for sharp and smooth solitons
size = 800
N_dirac = dirac_charge(eps0, delta0)
N_lattice = lattice_charge(eps0, delta0, t)
print(f"Dirac soliton number N = {N_dirac:.6f} electrons")
print(f"lattice integral N = {N_lattice:.6f} electrons")
print(f"lattice minus Dirac = {N_lattice-N_dirac:.6f} electrons")
for width in (0.5, 8.0, 15.0):
    levels, states = soliton_ring(eps0, width)
    assert np.sum(levels < 0) == size // 2
    assert np.min(np.abs(levels)) > eps0 - 1e-9
    N_ring = soliton_charge(excess(states, size // 2))
    assert abs(N_ring - N_lattice) < 1e-7
    assert abs(levels[size // 2 - 1] + eps0) < 1e-8
    bound = states[:, size // 2 - 1] ** 2
    assert np.sum(bound[: size // 2]) > 0.999999
    print(f"ring, width {width*a:.2f} angstrom: N = {N_ring:.6f} electrons")
print(f"soliton level (last width) = {levels[size//2-1]:.6f} eV")
print(f"electric charge, lattice = {-N_lattice*elementary_charge:.4e} C")

# 2. Dirac limit: shrink both masses at fixed angle
gaps = []
for scale in (1.0, 0.5, 0.25, 0.125):
    gap_error = lattice_charge(scale * eps0, scale * delta0, t) - N_dirac
    gaps.append(abs(gap_error))
    print(f"M = {scale*mass:.4f} eV: lattice minus Dirac = {gap_error:.3e}")
assert all(later < earlier for earlier, later in zip(gaps, gaps[1:]))
assert gaps[-1] < gaps[0] / 10

# 3. Approach to one half, and the Jackiw-Rebbi point
for eps in (0.1, 0.01):
    levels, states = soliton_ring(eps, 8.0)
    N_ring = soliton_charge(excess(states, size // 2))
    assert abs(N_ring - lattice_charge(eps, delta0, t)) < 1e-6
    print(f"eps = {eps:.2f} eV: ring N = {N_ring:.5f}, "
          f"Dirac N = {dirac_charge(eps, delta0):.5f}")
levels, states = soliton_ring(0.0, 8.0)
assert np.sum(np.abs(levels) < 1e-8) == 2
N_empty = soliton_charge(excess(states, size // 2 - 1))
N_filled = soliton_charge(excess(states, size // 2 + 1))
assert abs(N_empty + 0.5) < 1e-7 and abs(N_filled - 0.5) < 1e-7
print(f"eps = 0, zero mode empty: N = {N_empty:.6f} electrons")
print(f"eps = 0, zero mode filled: N = {N_filled:.6f} electrons")

# 4. Same end points, angle wound the other way round the origin


def reverse_angle(x, width=15.0):
    s = np.tanh(signed_distance(x, size) / width)
    return np.where(x % size < size / 2,
                    -np.pi - (np.pi - theta0) * s, theta0 * s)


n = np.arange(size)
levels, states = solve_ring(mass * np.cos(reverse_angle(n)),
                            mass / 2 * np.sin(reverse_angle(n + 0.5)), t)
filled = int(np.sum(levels < 0))
N_reverse = soliton_charge(excess(states, filled))
assert filled == size // 2 - 1
assert abs(N_reverse - (N_lattice - 1)) < 1e-6
print(f"reverse winding: ring N = {N_reverse:.6f} electrons")
print(f"reverse winding: Dirac N = {N_dirac-1:.6f} electrons")

# 5. Uniform twist: whole turns of the angle add whole electrons
for turns in (1, -2):
    twist = 2 * np.pi * turns / size
    levels, _ = solve_ring(mass * np.cos(twist * n),
                           mass / 2 * np.sin(twist * (n + 0.5)), t)
    added = int(np.sum(levels < 0)) - size // 2
    assert added == turns
    print(f"uniform twist of {turns} turns adds {added} electrons")

# 6. Response at finite wavevector, on a ring with a very small relative gap
wide_hop, base_angle, amplitude = 20.0, 0.6, 0.01
print(f"response test: t = {wide_hop:.1f} eV, M = {mass:.2f} eV")
for waves in (1, 3, 6):
    q = 2 * np.pi * waves / size
    s = 2 * wide_hop * q / (2 * mass)
    closed = np.arcsinh(s) / (s * np.sqrt(1 + s * s))

    def kernel(x):
        e1, e2 = np.hypot(1, x - s), np.hypot(1, x + s)
        return 1 / (e1 * e2 * (e1 + e2))
    integral = quad(kernel, -np.inf, np.inf, epsabs=1e-11)[0]
    assert abs(integral - closed) < 1e-8

    def angle(x):
        return base_angle + amplitude * np.sin(q * x)
    _, states = solve_ring(mass * np.cos(angle(n)),
                           mass / 2 * np.sin(angle(n + 0.5)), wide_hop)
    rho = excess(states, size // 2)
    unit = amplitude * q / (2 * np.pi)
    measured = 2 / size * np.sum(rho * np.cos(q * n)) / unit
    # lattice corrections are of order (M/2t)^2 times a logarithm
    assert abs(measured - closed) < 5e-3

    def modulus(x):
        return mass * (1 + amplitude * np.sin(q * x))
    _, states = solve_ring(modulus(n) * np.cos(base_angle),
                           modulus(n + 0.5) / 2 * np.sin(base_angle), wide_hop)
    rho = excess(states, size // 2)
    leak = abs(2 / size * np.sum(rho * np.exp(1j * q * n))) / unit
    assert leak < 5e-3
    print(f"s = {s:.4f}: F formula {closed:.5f}, ring {measured:.5f}, "
          f"modulus response {leak:.1e}")

# 7. Local density of wide solitons against the gradient law
big = 1200
sites = np.arange(big)
phi = (np.arange(4000) + 0.5) * np.pi / 4000
deviations = []
for width in (40.0, 80.0):
    _, states = soliton_ring(eps0, width, big)
    rho = excess(states, big // 2)
    for _ in range(2):  # remove the staggered part of the density
        rho = (np.roll(rho, 1) + 2 * rho + np.roll(rho, -1)) / 4
    near = np.abs(sites - big // 4) < 200
    s = (sites[near] - big // 4) / width
    delta = delta0 * np.tanh(s)
    slope = delta0 / np.cosh(s) ** 2 / width
    energy = np.sqrt(4 * t**2 * np.cos(phi) ** 2 + eps0**2
                     + 4 * delta[:, None] ** 2 * np.sin(phi) ** 2)
    curvature = np.mean(2 * t * eps0 * np.sin(phi) ** 2 / energy**3, axis=1) / 2
    law = slope * curvature
    deviations.append(np.max(np.abs(rho[near] - law)) / np.max(law))
    dirac_peak = 2 * delta0 / (eps0 * width * a) / (2 * np.pi)
    print(f"width {width*a:.0f} angstrom: central density "
          f"{rho[big//4]/a:.6f} per angstrom")
    print(f"  Dirac theta'/2pi = {dirac_peak:.6f} per angstrom, "
          f"lattice law = {np.max(law)/a:.6f}")
    print(f"  largest deviation from lattice law / peak = {deviations[-1]:.4f}")
assert deviations[1] < 0.4 * deviations[0] and deviations[1] < 0.1

# 8. No power of 3+4i is real, so arctan(4/3)/pi is irrational
assert abs(2 * delta0 / eps0 - 4 / 3) < 1e-12
real, imag = 3, 4
for _ in range(200):
    assert (real % 5, imag % 5) == (3, 4)
    real, imag = 3 * real - 4 * imag, 4 * real + 3 * imag

print("every check passed")
```

Printed output:

```
hopping t = 2.00 eV, site spacing a = 1.50 angstrom
delta0 = 0.20 eV, eps = 0.30 eV
Dirac velocity v = 6.00 eV angstrom
mass M = 0.500 eV, length v/M = 12.00 angstrom
asymptotic angle theta0 = 0.92730 rad
angle change across soliton = 1.85459 rad
Dirac soliton number N = 0.295167 electrons
lattice integral N = 0.291622 electrons
lattice minus Dirac = -0.003545 electrons
ring, width 0.75 angstrom: N = 0.291622 electrons
ring, width 12.00 angstrom: N = 0.291622 electrons
ring, width 22.50 angstrom: N = 0.291622 electrons
soliton level (last width) = -0.300000 eV
electric charge, lattice = -4.6723e-20 C
M = 0.5000 eV: lattice minus Dirac = -3.545e-03
M = 0.2500 eV: lattice minus Dirac = -1.092e-03
M = 0.1250 eV: lattice minus Dirac = -3.247e-04
M = 0.0625 eV: lattice minus Dirac = -9.410e-05
eps = 0.10 eV: ring N = 0.42076, Dirac N = 0.42202
eps = 0.01 eV: ring N = 0.49192, Dirac N = 0.49204
eps = 0, zero mode empty: N = -0.500000 electrons
eps = 0, zero mode filled: N = 0.500000 electrons
reverse winding: ring N = -0.708378 electrons
reverse winding: Dirac N = -0.704833 electrons
uniform twist of 1 turns adds 1 electrons
uniform twist of -2 turns adds -2 electrons
response test: t = 20.0 eV, M = 0.50 eV
s = 0.3142: F formula 0.93899, ring 0.93888, modulus response 3.4e-04
s = 0.9425: F formula 0.64868, ring 0.64858, modulus response 3.3e-04
s = 1.8850: F formula 0.34583, ring 0.34575, modulus response 3.0e-04
width 60 angstrom: central density 0.003266 per angstrom
  Dirac theta'/2pi = 0.003537 per angstrom, lattice law = 0.003502
  largest deviation from lattice law / peak = 0.0676
width 120 angstrom: central density 0.001712 per angstrom
  Dirac theta'/2pi = 0.001768 per angstrom, lattice law = 0.001751
  largest deviation from lattice law / peak = 0.0223
every check passed
```
